# Valley-orbit populations and doubled infrared lines of antimony in germanium

## Problem

Germanium has four equivalent conduction-band minima, or valleys, along the body diagonals of the cubic cell. An antimony donor binds one electron near them. Its 1s level consists of a singlet, called A1, and a threefold level, called T2, which lies higher by the valley-orbit splitting $\Delta=0.32$ meV. These degeneracies do not count spin.

Take dilute neutral donors in an unstrained crystal at $T=4.2$ K, where $kT=0.3619$ meV. Within one valley, whose axis is $z$, the effective-mass Hamiltonian is

$$
H=-\frac{\hbar^2}{2m_t}\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)-\frac{\hbar^2}{2m_l}\frac{\partial^2}{\partial z^2}-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.
$$

With the rough values $m_t=0.082\,m_e$, $m_l=1.6\,m_e$ and $\varepsilon=15.4$, numerical diagonalization in a basis of anisotropic Gaussians gives the binding energies

- 1s: $E_{1s}=9.85$ meV,
- 2p$_0$: 4.78 meV,
- 2p$_\pm$: 1.73 meV.

They are positive and measured down from the conduction-band edge. Enlarging the basis raises the 1s binding by about 0.0005 meV and changes the two 2p values by no more than about 0.0001 meV, so the digits shown are converged.

(a) Show how four equivalent valleys give a singlet and a triplet.

(b) Which level holds more electrons at 4.2 K, and at what temperature would they hold equal numbers?

(c) Find the photon energies of the transitions from both 1s levels to 2p$_0$ and 2p$_\pm$.

(d) Find the ratio of the absorption areas in each pair of lines.

(e) How narrow must the lines be for a pair to show two maxima? Is a majority in the triplet needed for the doubling?

(f) Estimate the effects left out, and say when the result fails.

## Solution

### (a) Four valleys, two levels

Without coupling between valleys, the donor has four 1s states of equal energy, one per valley. State $j$ is a smooth envelope $F_j(\mathbf r)$ times the Bloch function $\phi_j(\mathbf r)$ at the bottom of valley $j$. A general 1s state is

$$
\psi=\sum_{j=1}^{4}c_jF_j\phi_j,\qquad \sum_j|c_j|^2=1.
$$

Close to the antimony nucleus the potential differs from the screened Coulomb form in $H$. This short-ranged difference, the central-cell potential, couples the valleys. The tetrahedral symmetry of the donor site makes all its diagonal elements equal. If the Bloch functions are given matching phases at the donor, all its off-diagonal elements are equal too. Write

$$
W_{jj}=-u,\qquad W_{ij}=-v\quad(i\ne j).
$$

Acting on the coefficients, this matrix gives

$$
(Wc)_i=-u\,c_i-v\sum_{j\ne i}c_j=-(u-v)c_i-v\sum_{j=1}^{4}c_j .
$$

Two kinds of eigenvector follow.

- For $c=(1,1,1,1)/2$ the sum equals $4c_i$, so the energy is $-(u-v)-4v=-u-3v$. This is the singlet.
- For any $c$ with $\sum_jc_j=0$ the energy is $-u+v$. One linear condition on four coefficients leaves three independent vectors. This is the triplet.

The splitting is

$$
\Delta=(-u+v)-(-u-3v)=4v .
$$

The given order, with the singlet below, means $v>0$, and $v=0.32/4=0.08$ meV.

Symmetry does not fix $u$. For a potential of very short range, and equal Bloch amplitudes at the donor, the elements within and between valleys are equal, so $u=v$. I adopt this assumption. The triplet then stays at the effective-mass energy $-E_{1s}$, and the singlet lies at $-E_{1s}-\Delta$. Another value of $u$ would shift both 1s levels together by $v-u$, leaving their spacing unchanged.

### (b) Populations

Each neutral donor holds one electron. A one-electron state of energy $E$ has the thermal weight $e^{(\mu-E)/kT}$, where $\mu$ is the chemical potential. Spin gives two states in the singlet and six in the triplet. In the ratio of the electron numbers $N_T$ and $N_A$, both $\mu$ and the common energy $-E_{1s}$ cancel:

$$
R\equiv\frac{N_T}{N_A}=\frac{6\,e^{(\mu+E_{1s})/kT}}{2\,e^{(\mu+E_{1s}+\Delta)/kT}}=3\,e^{-\Delta/kT}.
$$

For the example,

$$
\frac{\Delta}{kT}=\frac{0.32}{0.3619}=0.884,\qquad R=3\times0.4131=1.239 .
$$

The triplet fraction of the 1s electrons is $R/(1+R)=1.239/2.239=55.3\,\%$, and the singlet fraction is 44.7 %. The triplet therefore holds more electrons, although it lies higher.

This is not a population inversion between individual states. Each of the three triplet states, with both spins included, holds $55.3/3=18.4\,\%$, well below the 44.7 % of the singlet. The triplet leads because it has three times as many states, each with 0.413 times the occupation.

Equal numbers require $3e^{-\Delta/kT^*}=1$. Taking the logarithm,

$$
T^*=\frac{\Delta}{k\ln3}=4.2\ \text{K}\times\frac{0.8842}{1.0986}=3.38\ \text{K}.
$$

The triplet has the majority above this temperature and the singlet below it. Equivalently, at a fixed 4.2 K the triplet leads if $\Delta<kT\ln3=0.398$ meV. As $T\to0$ the ratio goes to zero. For $kT\gg\Delta$ it approaches 3, the ratio of the numbers of states, as long as the electrons remain in the 1s levels.

### (c) Line positions

The 2p envelopes vanish at the donor, where the central-cell potential acts. To leading order that potential neither shifts nor splits the 2p levels. Both 1s levels therefore absorb into the same final level, whose energy is $-E_p$. The photon energies are

$$
h\nu_T=-E_p-(-E_{1s})=E_{1s}-E_p,
$$

$$
h\nu_A=-E_p-(-E_{1s}-\Delta)=E_{1s}+\Delta-E_p .
$$

Their difference is $\Delta$ for every p level. The line from the triplet has the lower photon energy, because that electron starts higher. For 2p$_0$,

$$
h\nu_T=9.85-4.78=5.07\ \text{meV},\qquad h\nu_A=5.07+0.32=5.39\ \text{meV}.
$$

For 2p$_\pm$,

$$
h\nu_T=9.85-1.73=8.12\ \text{meV},\qquad h\nu_A=8.12+0.32=8.44\ \text{meV}.
$$

The wavelengths $hc/(h\nu)$ are about 245 and 230 µm for the 2p$_0$ pair, and 153 and 147 µm for the 2p$_\pm$ pair. All four lines lie in the far infrared.

### (d) Line strengths

A population ratio is not yet a ratio of absorption. The strength per electron is also needed.

Let the light have a real unit polarization vector $\mathbf e$. The product of Bloch functions from two different valleys oscillates rapidly on the scale of the smooth envelopes, so dipole elements between valleys average out. The transition into a p state of valley $j$ then has amplitude $c_j\,\mathbf e\cdot\mathbf d_j$, where $\mathbf d_j$ is the dipole element within that valley. I assume that all 1s states share the same envelope, so $\mathbf d_j$ is the same whether the electron starts in A1 or T2. The p states of the four valleys are degenerate, and their probabilities add:

$$
S=\sum_{j=1}^{4}|c_j|^2\,|\mathbf e\cdot\mathbf d_j|^2 .
$$

For the singlet, $|c_j|^2=1/4$. For the triplet, use all four 1s states $i$ together. They form a complete orthonormal set in the space of coefficients, so $\sum_i|c_j^{(i)}|^2=1$ for each valley. Subtracting the singlet's share leaves $3/4$ for the triplet. Its three states are equally occupied, so the average per triplet electron is

$$
\overline{|c_j|^2}=\frac13\times\frac34=\frac14 .
$$

This equals the singlet value. Hence $S$ per electron is the same for both levels, for any polarization.

The sum can be carried out. The valley axes $\mathbf n_j$ are $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$, each divided by $\sqrt3$. In $\sum_j(\mathbf e\cdot\mathbf n_j)^2$ each squared component of $\mathbf e$ appears with the factor $4/3$. The mixed terms cancel; for $e_xe_y$ the signs are $+,-,-,+$. Thus

$$
\sum_j(\mathbf e\cdot\mathbf n_j)^2=\frac43 .
$$

For 2p$_0$ the dipole lies along the valley axis, with magnitude $d_\parallel$, so $S=\tfrac14\cdot\tfrac43\,d_\parallel^2=d_\parallel^2/3$. For 2p$_\pm$ there are two perpendicular dipoles of magnitude $d_\perp$ in each valley. Then $S=\tfrac14\left(4-\tfrac43\right)d_\perp^2=2d_\perp^2/3$. Neither result depends on the polarization.

One factor remains. In a light field of amplitude $\mathcal E$, the transition rate is proportional to $\mathcal E^2S$, and each transition removes the energy $h\nu$. Dividing the absorbed power by the intensity, itself proportional to $\mathcal E^2$, gives an absorption area proportional to $h\nu\,S$ per electron. Therefore

$$
\frac{A_T}{A_A}=R\,\frac{h\nu_T}{h\nu_A}.
$$

At 4.2 K this gives

$$
\text{2p}_0:\quad1.239\times\frac{5.07}{5.39}=1.17,\qquad
\text{2p}_\pm:\quad1.239\times\frac{8.12}{8.44}=1.19 .
$$

The lower-energy line of each pair is the stronger one. With a common envelope, the photon-energy factor slightly delays this reversal on warming: equal 2p$_0$ areas need $R=5.39/5.07=1.06$, not $R=1$. Part (f) estimates how a difference between the envelopes changes this.

### (e) When are two lines seen?

Give each line a Lorentzian shape with full width $w$ at half maximum. Consider first two lines of equal area and width, separated by $\Delta$. With $x$ measured from the line centre and $b=w/2$, each has the shape

$$
L(x)=\frac1{x^2+b^2},\qquad L'(x)=-\frac{2x}{(x^2+b^2)^2},
$$

$$
L''(x)=\frac{-2(x^2+b^2)+8x^2}{(x^2+b^2)^3}=\frac{6x^2-2b^2}{(x^2+b^2)^3}.
$$

At the midpoint, $x=\pm\Delta/2$ for the two lines. Their slopes cancel and their curvatures add. There is a dip if $L''(\Delta/2)>0$, that is, if $3\Delta^2/4>w^2/4$, or

$$
w<\sqrt3\,\Delta=0.55\ \text{meV}.
$$

Unequal lines are harder to separate, because the weaker one may become a shoulder. For the 2p$_0$ pair at 4.2 K, with the area ratio found in (d), a numerical count of maxima gives a limit of 0.46 meV. The limit falls as the ratio moves away from 1, so the larger ratio estimated in (f) makes it somewhat smaller. A chosen width of 0.10 meV is well inside it, and the pair then shows two maxima.

The triplet majority is not the cause of the doubling. At 2.0 K, $R=0.469$, so the singlet has the majority. The 2p$_0$ area ratio is then 0.441, yet with the same width of 0.10 meV the spectrum still has two maxima. Doubling needs appreciable population in both levels, allowed transitions from both to a common final level, and lines narrow enough to separate. The population ratio sets the relative strengths. On further cooling the triplet line fades, and as $T\to0$ the singlet line alone remains.

### (f) Neglected effects and the real material

**Other levels.** At a donor density of $10^{14}$ cm$^{-3}$ without compensating acceptors, the ionized fraction is about $5\times10^{-6}$. The population of the 2s, 2p$_0$ and 2p$_\pm$ levels relative to 1s is about $6\times10^{-7}$. Neither matters here, and stimulated emission from the 2p levels is equally negligible.

**Neighbouring donors.** The typical spacing, the inverse cube root of the density, is 215 nm. The root-mean-square radius perpendicular to the valley axis is 8.9 nm for 1s but 37.6 nm for 2p$_\pm$. As the density rises, the excited states overlap before the ground states do, and the picture of isolated donors fails first for them.

**Common envelope.** The singlet is bound more deeply than the triplet by $0.32/9.85=3.2\,\%$. Its envelope is therefore slightly more compact, and the dipole strength reacts more strongly than the energy. In hydrogen, a very short-ranged attraction that deepens the 1s level by a small fraction $\delta$ lowers the 1s–2p strength by about $3\delta$, to first order. Here that means about 10 % less strength for the singlet. The area ratios 1.17 and 1.19 then rise to about 1.3. This correction outweighs the photon-energy factor, so equal 2p$_0$ areas need $R$ slightly below 1.

**Strain.** Let the three shear components of the strain tensor, $\epsilon_{xy}$, $\epsilon_{yz}$ and $\epsilon_{zx}$, all equal $\epsilon$. Valley $j$ shifts by $\Xi\sum_{ab}n_{j,a}\epsilon_{ab}n_{j,b}$, where $\Xi$ is a deformation potential of roughly 16 eV. This is $2\Xi\epsilon$ for the $[111]$ valley and $-2\Xi\epsilon/3$ for each of the others. For $\epsilon=10^{-6}$ the spread is

$$
\frac83\,\Xi\epsilon=\frac83\times16\ \text{eV}\times10^{-6}=0.043\ \text{meV}.
$$

The four shifts add to zero, so to first order neither the singlet nor the mean triplet energy moves. Accordingly, the population ratio of the upper three levels to the lowest barely changes: it is 1.236 or 1.235 for the two signs of strain, against 1.239 without strain. The lines are more sensitive, since the final p states move with their valleys. The spread is already 43 % of the chosen line width. By linear scaling it reaches $\Delta$ at $\epsilon\approx7.5\times10^{-6}$, where the simple scheme of one singlet and one triplet no longer applies.

**Comparison with real germanium.** The masses, permittivity and density are rough values typical of lightly doped germanium, and the line width is a chosen value. The photon energies are those of the effective-mass model with $u=v$, not measured positions. Mounting or cooling a crystal can strain it, which breaks the assumption of an unstrained crystal. The estimate above gives the effect of a chosen strain of $10^{-6}$; the strain in a particular sample must be found separately. Antimony is also a special donor: for phosphorus or arsenic in germanium the splitting is a few meV. With $\Delta=3$ meV as a rough figure, $R=3e^{-3/0.3619}\approx8\times10^{-4}$ at 4.2 K. The triplet is then almost empty, and the model predicts practically single lines. The numerical output below lists the values used here.

## Computed values

```
Valley-orbit splitting Delta: 0.32 meV
Temperature: 4.2 K; kT: 0.3619 meV
Delta/kT: 0.8842; exp(-Delta/kT): 0.4131
Population ratio N_T/N_A: 1.239
Triplet fraction: 55.3 %
Singlet fraction: 44.7 %
Fraction in each triplet state: 18.4 %
Crossover temperature: 3.38 K
Largest Delta for triplet majority: 0.398 meV
Masses m_t, m_l: 0.082, 1.60 electron masses
Relative permittivity: 15.4
Effective Rydberg: 4.704 meV; Bohr radius: 9.94 nm
Effective-mass binding 1s: 9.85 meV
Effective-mass binding 2s: 3.60 meV
Effective-mass binding 2p0: 4.78 meV
Effective-mass binding 2p+-: 1.73 meV
Largest change with larger basis: 0.0001 meV
T2 to 2p0: 5.07 meV, 244.8 um
A1 to 2p0: 5.39 meV, 230.2 um
Area ratio T2/A1 for 2p0: 1.166
T2 to 2p+-: 8.12 meV, 152.8 um
A1 to 2p+-: 8.44 meV, 147.0 um
Area ratio T2/A1 for 2p+-: 1.192
Chosen line width (FWHM): 0.10 meV
Largest FWHM with two 2p0 maxima: 0.46 meV
At 2.0 K: N_T/N_A = 0.469
At 2.0 K: 2p0 area ratio T2/A1 = 0.441
At 2.0 K: number of 2p0 maxima = 2
Donor density: 1.0e+14 cm^-3; spacing: 215 nm
Transverse rms radius 1s: 8.9 nm
Transverse rms radius 2p0: 13.8 nm
Transverse rms radius 2p+-: 37.6 nm
Ionized fraction without compensation: 4.9e-06
Fraction in n=2 levels relative to 1s: 6.4e-07
Delta / effective-mass 1s binding: 3.2 %
Deformation potential: 16 eV
Shear strain magnitude: 1.0e-06
Strain sign +1: valley spread 0.043 meV
  Upper levels above lowest: 0.310, 0.310, 0.343 meV
  Upper-three/lowest population: 1.236
Strain sign -1: valley spread 0.043 meV
  Upper levels above lowest: 0.301, 0.332, 0.332 meV
  Upper-three/lowest population: 1.235
```
